# Inverse participation ratio of exponentially localized and uniform extended lattice states

## Problem

An electron moves on a lattice with one orbital per site. The orbitals are orthonormal, the site spacing is $a$, and the state has amplitude $\psi_n$ on site $n$. Its inverse participation ratio is

$$
P=\frac{\sum_n|\psi_n|^4}{\left(\sum_n|\psi_n|^2\right)^2}.
$$

The denominator makes $P$ independent of normalization. A localized state has the profile

$$
\psi_n\propto e^{-\kappa|n|},\qquad \kappa=\frac{a}{\xi},
$$

where $\xi$ is the decay length of the amplitude. The density $|\psi_n|^2$ therefore decays with length $\xi/2$. The simplest extended state has the same density on all $N$ sites.

1. Find $P$ for the localized state on an infinite chain and for the uniform state. How does each depend on the system size?
2. Find a Hamiltonian that has the exponential profile as an eigenstate. Evaluate $P$ for a chain with hopping matrix element $-J$, site energy zero, and one site lowered by $U$, with the round model parameters $J=1$ eV, $U=0.5$ eV and $a=3$ Å.
3. How large must a finite chain be before $P$ distinguishes the two kinds of state?
4. Repeat the contrast for an isotropic exponential on a cubic lattice, with the same $\xi$.

The algebra is in atomic units. Since $P$ is a pure number and the energy relations below are homogeneous in $E$, $J$ and $U$, values in eV and Å can be inserted directly.

## First estimate by scaling

If a state is spread over about $N_{\rm occ}$ sites, each carries a density of about $1/N_{\rm occ}$. The sum of squared densities is then

$$
P\sim N_{\rm occ}\left(\frac{1}{N_{\rm occ}}\right)^2=\frac{1}{N_{\rm occ}}.
$$

A uniform state occupies $N$ sites, so $P\sim1/N$. A localized state in $d$ dimensions with $\xi$ larger than $a$ occupies about $(\xi/a)^d$ sites, so $P\sim(a/\xi)^d$, independent of the system size once the system is much larger than $\xi$.

The length $\xi$ for the lowered site follows from an energy balance. For a real normalized state on an infinite chain, the hopping energy is

$$
-2J\sum_n\psi_n\psi_{n+1}
=-2J+J\sum_n(\psi_{n+1}-\psi_n)^2,
$$

as expanding the square shows. The first term is the bottom of the clean band. For a slowly decaying exponential, neighbouring amplitudes differ by about $\kappa\psi_n$ in magnitude, so confinement costs $J\kappa^2$. The norm of $e^{-\kappa|n|}$ is about $\int e^{-2\kappa|x|}dx=1/\kappa$, so the weight on the central site is about $\kappa$ and the lowered site contributes $-U\kappa$. Minimizing $J\kappa^2-U\kappa$ gives

$$
\kappa\approx\frac{U}{2J}=0.25,\qquad \xi\approx12\ \text{Å},
$$

and an energy $U^2/4J=0.0625$ eV below the band. The scaling estimates are therefore $P\sim0.25$ on the chain and $P\sim0.25^3\approx0.016$ on the cubic lattice. They fix the powers of $\xi$ but leave the numerical factors open.

## Exact solution

### The uniform state and the bounds on $P$

Let $p_n=|\psi_n|^2$ with $\sum_np_n=1$. For a uniform state $p_n=1/N$, and

$$
P=N\cdot\frac{1}{N^2}=\frac1N .
$$

On a cubic lattice of volume $V=Na^3$ this is $P=a^3/V$, the inverse-volume scaling.

No state on $N$ sites has a smaller value. The Cauchy–Schwarz inequality gives

$$
1=\left(\sum_n1\cdot p_n\right)^2\le N\sum_np_n^2=NP,
$$

with equality when all $p_n$ are equal. From above, $p_n^2\le p_n$ gives $P\le1$, with equality when one site carries the whole density. Thus $1/P$ is an effective number of occupied sites.

### The exponential on an infinite chain

Both sums in $P$ have the form

$$
S(\alpha)=\sum_{n=-\infty}^{\infty}e^{-\alpha|n|}
=1+\frac{2e^{-\alpha}}{1-e^{-\alpha}}
=\frac{1+e^{-\alpha}}{1-e^{-\alpha}}
=\coth\frac{\alpha}{2}.
$$

The 1 is the central site, and the factor 2 counts the two sides. The norm contains $e^{-2\kappa|n|}$, so it has $\alpha=2\kappa$. The fourth moment has $\alpha=4\kappa$. With $T=\tanh\kappa$ and $\tanh2\kappa=2T/(1+T^2)$,

$$
P=\frac{\coth2\kappa}{\coth^2\kappa}
=\frac{T^2}{\tanh2\kappa}
=\frac{T(1+T^2)}{2}.
$$

The system size does not appear.

For $\xi\gg a$, insert $T=\kappa-\kappa^3/3+\dots$ and $T^3=\kappa^3+\dots$:

$$
P=\frac12\left(\kappa+\frac{2\kappa^3}{3}+\dots\right)
=\frac{a}{2\xi}\left(1+\frac{2a^2}{3\xi^2}+\dots\right).
$$

For $\xi\ll a$, $T\approx1-2e^{-2\kappa}$. The derivative of $T(1+T^2)/2$ at $T=1$ is 2, so $P\approx1-4e^{-2\kappa}$. The state collapses onto one site.

The position of the centre matters unless $\xi\gg a$. For a state centred midway between two sites, $\psi_n\propto e^{-\kappa|n+1/2|}$, and the sum becomes

$$
\sum_n e^{-\alpha|n+1/2|}
=\frac{2e^{-\alpha/2}}{1-e^{-\alpha}}
=\frac{1}{\sinh(\alpha/2)}.
$$

Hence

$$
P_{\rm bond}=\frac{\sinh^2\kappa}{\sinh2\kappa}
=\frac{\sinh^2\kappa}{2\sinh\kappa\cosh\kappa}
=\frac{\tanh\kappa}{2}.
$$

This also tends to $a/(2\xi)$ for large $\xi$, but for strong localization it tends to $1/2$, because two sites share the density equally.

### A Hamiltonian with this eigenstate

Away from the lowered site, the eigenvalue equation is

$$
E\psi_n=-J(\psi_{n+1}+\psi_{n-1}).
$$

Inserting $\psi_n=e^{-\kappa|n|}$ and dividing by $\psi_n$ gives

$$
E=-J(e^{-\kappa}+e^{\kappa})=-2J\cosh\kappa .
$$

On site 0, where $\psi_0=1$ and both neighbours have amplitude $e^{-\kappa}$,

$$
E=-U-2Je^{-\kappa}.
$$

Equating the two expressions fixes $\kappa$:

$$
U=2J\cosh\kappa-2Je^{-\kappa}
=J(e^\kappa-e^{-\kappa})=2J\sinh\kappa .
$$

Since $\cosh^2\kappa=1+\sinh^2\kappa$,

$$
E=-\sqrt{4J^2+U^2},\qquad
T=\frac{\sinh\kappa}{\cosh\kappa}=\frac{U}{|E|}.
$$

The normalized weight on the central site is $1/\coth\kappa=T$. Substituting $T$ into $P$,

$$
P=\frac{U}{2|E|}\left(1+\frac{U^2}{E^2}\right)
=\frac{U(E^2+U^2)}{2|E|^3}
=\frac{U(2J^2+U^2)}{(4J^2+U^2)^{3/2}},
$$

where the last step uses $E^2+U^2=4J^2+2U^2$.

For the given parameters $\sinh\kappa=0.5/2=0.25$, so

$$
\kappa=0.24747,\qquad
\xi=\frac{3\ \text{Å}}{0.24747}=12.12\ \text{Å}=22.91\ \text{bohr}.
$$

The energy is $E=-\sqrt{4.25}$ eV $=-2.0616$ eV $=-0.07576$ hartree, which lies 0.0616 eV below the band bottom at $-2$ eV. The central weight is $T=0.5/2.0616=0.2425$, and

$$
P=\frac{0.2425}{2}\left(1+0.2425^2\right)=0.1284 .
$$

A uniform state with this $P$ would cover $1/P=7.79$ sites, or 23.4 Å. A bond-centred profile with the same $\xi$ would have $P=0.1213$.

### A finite chain

Let the chain have $N=2M+1$ sites, with the exponential centred on the middle site and cut off at the ends. This is a prescribed profile. The eigenstate of a short chain would adjust to the boundaries. The finite sum is

$$
S_M(\alpha)=1+\frac{2e^{-\alpha}}{1-e^{-\alpha}}\left(1-e^{-\alpha M}\right).
$$

The infinite sum showed that $2e^{-\alpha}/(1-e^{-\alpha})=\coth(\alpha/2)-1$. Therefore

$$
S_M(\alpha)=\coth\frac\alpha2-e^{-\alpha M}\left(\coth\frac\alpha2-1\right),
\qquad
P_N=\frac{S_M(4\kappa)}{S_M(2\kappa)^2}.
$$

**Long chain, $\kappa M\gg1$.** The norm is $S_M(2\kappa)=\coth\kappa\,[1-(1-T)e^{-2\kappa M}]$. The cut changes the fourth moment by a term of order $e^{-4\kappa M}$, which is smaller. To leading order,

$$
P_N\approx P\left[1+2(1-T)e^{-2\kappa M}\right].
$$

The approach to the infinite-chain value is exponential in the chain length.

**Short chain, $\kappa M\ll1$.** The weights $w_n=e^{-2\kappa|n|}$ are then all close to 1. Writing averages over the $N$ sites with angle brackets,

$$
NP_N=\frac{\langle w^2\rangle}{\langle w\rangle^2}
=1+\frac{\langle w^2\rangle-\langle w\rangle^2}{\langle w\rangle^2}.
$$

To leading order $w_n\approx1-2\kappa|n|$, so the variance of $w$ is $4\kappa^2$ times the variance of $|n|$. For $M\gg1$, $|n|$ is spread nearly evenly from 0 to $M$ and has variance $M^2/12$. Thus

$$
NP_N\approx1+\frac{\kappa^2M^2}{3}.
$$

On a chain much shorter than $\xi$, the cut exponential is thus nearly indistinguishable from a uniform state by its $P$. On a long chain $P_N\approx P$, and the ratio to the uniform value $1/N$ is $NP$. The two kinds of state are therefore clearly distinguished when $N\gg1/P$, which for $\xi\gg a$ means a chain length $Na\gg2\xi$.

### Extended states with a non-uniform density

An open chain without the lowered site has standing waves

$$
\psi_n\propto\sin\theta n,\qquad \theta=\frac{\pi j}{N+1},\qquad j,n=1,\dots,N .
$$

Two identities are needed:

$$
\sin^2x=\frac{1-\cos2x}{2},\qquad
\sin^4x=\frac38-\frac12\cos2x+\frac18\cos4x .
$$

The sums may start at $n=0$, where the sine vanishes, which gives $N+1$ terms. The sum of $\cos[2\pi mn/(N+1)]$ over these terms is the real part of a geometric sum of roots of unity. It vanishes unless $m$ is a multiple of $N+1$. For $\cos2\theta n$, $m=j$ and this never happens. For $\cos4\theta n$, $m=2j$ and it happens when $2j=N+1$. For every other state,

$$
P=\frac{3(N+1)/8}{[(N+1)/2]^2}=\frac{3}{2(N+1)} .
$$

In the exceptional mid-band state, present for odd $N$, $\cos4\theta n=1$ throughout. The fourth moment becomes $(N+1)/2$, and $P=2/(N+1)$. This state occupies every second site with equal weight.

For $N=100$ the standing waves have $P=0.01485$, against 0.01 for a uniform state. For $N=101$ the mid-band state has $P=0.01961$. The power $1/N$ survives, while the prefactor records how uneven the density is.

### The cubic lattice

Now let $\psi_{\mathbf n}\propto e^{-\kappa|\mathbf n|}$, where $|\mathbf n|$ is the Euclidean distance in units of $a$. This profile is assumed, and it does not solve the problem of one lowered site on a cubic lattice. For $\xi\gg a$ the sums become integrals divided by $a^3$. Using $\int e^{-\beta r}d^3r=4\pi\int_0^\infty r^2e^{-\beta r}dr=8\pi/\beta^3$,

$$
\int e^{-2r/\xi}d^3r=\pi\xi^3,\qquad
\int e^{-4r/\xi}d^3r=\frac{\pi\xi^3}{8},
$$

and therefore

$$
P_0=\frac{\pi\xi^3/(8a^3)}{(\pi\xi^3/a^3)^2}
=\frac{a^3}{8\pi\xi^3}.
$$

The error of this replacement follows from Poisson summation, which turns the lattice sum of a function into the sum of its Fourier transform at $\mathbf k=2\pi\mathbf m$, with $\mathbf m$ an integer vector. First,

$$
\int\frac{e^{-\alpha r}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r
=\frac{4\pi}{k}\int_0^\infty e^{-\alpha r}\sin kr\,dr
=\frac{4\pi}{\alpha^2+k^2}.
$$

Applying $-\partial/\partial\alpha$ removes the $1/r$ and gives the transform of $e^{-\alpha r}$ as $8\pi\alpha/(\alpha^2+k^2)^2$. The $\mathbf m=0$ term is $8\pi/\alpha^3$. In the others $\alpha^2$ can be neglected beside $k^2$ when $\alpha\ll2\pi$, so

$$
\sum_{\mathbf n}e^{-\alpha|\mathbf n|}
\approx\frac{8\pi}{\alpha^3}\left(1+c\alpha^4\right),
\qquad
c=\sum_{\mathbf m\ne0}\frac{1}{(2\pi|\mathbf m|)^4}.
$$

The fourth moment contributes $c(4\kappa)^4=256c\kappa^4$, and the squared norm removes $2c(2\kappa)^4=32c\kappa^4$:

$$
P\approx P_0\left(1+224\,c\,\kappa^4\right),\qquad 224\,c=2.376 .
$$

The coefficient was obtained by summing $|\mathbf m|^{-4}$ directly out to $|\mathbf m|=60$ and replacing the remainder by an integral.

For $\kappa=0.24747$ the integral formula gives $P_0=6.030\times10^{-4}$. Direct summation over a cube of $201^3$ sites, large enough for the cut to be negligible, gives $P=6.082\times10^{-4}$. The ratio is 1.0087, against 1.0089 from the leading correction. A uniform state with the same $P$ would fill 1644 sites, a cube of edge 35.4 Å.

## Comparison of estimate and solution

The energy balance was accurate because $U$ is small beside $2J$. It gave $\kappa=0.25$ instead of 0.2475, and a binding energy of 0.0625 eV instead of 0.0616 eV.

The estimate of $P$ had the right power of $\xi$ but missed the factor set by the profile. On the chain it gave 0.25 against 0.1284. The ratio of 1.95 is close to the factor 2 in the limit $P\approx a/(2\xi)$. On the cubic lattice it gave 0.016 against $6.1\times10^{-4}$, a factor of about 26, close to $8\pi\approx25$. Reading $\xi$ from a computed $P$ by setting $P=(a/\xi)^3$ would therefore overestimate $\xi$ by a factor of about 3 for this profile.

The contrast in size dependence is visible when the exponential, cut at the boundaries, is set beside the uniform state:

| System | Localized $P$ | Uniform $P$ |
|---|---|---|
| chain, 11 sites | 0.1459 | 0.0909 |
| chain, 101 sites | 0.1284 | 0.0099 |
| chain, 1001 sites | 0.1284 | 0.0010 |
| cube, $11^3$ sites | $1.42\times10^{-3}$ | $7.51\times10^{-4}$ |
| cube, $31^3$ sites | $6.16\times10^{-4}$ | $3.36\times10^{-5}$ |
| cube, $101^3$ sites | $6.08\times10^{-4}$ | $9.71\times10^{-7}$ |

In the smallest systems the two values differ by less than a factor of 2. In the larger ones the localized value is within 2 % of its limit, while the uniform value keeps falling as $1/N$.

A single size can mislead. With $\xi=1000a$, a chain of 101 sites gives $NP_N=1.0009$, which looks extended. On 100001 sites the same profile gives $P_N=5.000\times10^{-4}$, the localized limit $a/(2\xi)$, and $NP_N$ has risen to 50.

This matters for a mobility edge, the energy that separates localized from extended states in a disordered solid. Where $\xi$ diverges on approaching the edge from the localized side, it eventually exceeds the size of any fixed sample. The energy at which $P$ crosses a threshold at one size depends on the threshold and on the sample size, so it does not in general locate the edge. The better procedure averages $P$ over states near a fixed energy and over disorder realizations, and follows this average through several sizes: saturation indicates localization, while a continued fall up to the largest size does not by itself establish extended states, since states at the edge itself and localized ones whose $\xi$ is not small compared with that size can show it too. Extended states well away from the edge follow $1/N$. Close to the edge, in samples smaller than a correlation length that diverges there, the fall is slower than $1/N$.

The lowered site supplies a localized state of known shape for this comparison. It is a bound level outside the band of an otherwise perfect chain, so it neither represents localization by disorder nor locates a mobility edge. In a disordered solid the exponential describes at most the envelope of a state. Density fluctuations beneath it alter the prefactor, as the standing waves show in the extended case, and close to a mobility edge they also change the power of $\xi$. The factors $1/2$ and $1/(8\pi)$, and near such an edge the power $\xi^{-3}$ as well, therefore belong to the smooth profiles treated here.
